# Summing type 2 pseudopotential integrals to type 1: convergence with displacement: test program

```python
"""Sum over l of type 2 (semilocal) integrals against the type 1 (local) integral.

Normalised s Gaussians with exponents a, b sit at A, B; the core is at the origin.
Common radial function: U(r) = U0 exp(-zeta r^2), also U0 exp(-zeta r^2)/r.
Result under test, for the Gaussian U:
  T_l / T = (2l+1) i_l(z) P_l(cos gamma) exp(-z cos gamma),  z = 2ab|A||B|/p,
  p = a+b+zeta, i_l = modified spherical Bessel function, gamma = angle(A, B).
R_L is the relative remainder after l = L when A = B, at distance D from the core.
Its small-D, large-D and worst-case absolute rates are tested as well.
Atomic units: lengths in bohr, energies in hartree.
"""
import math
import numpy as np
from scipy.special import ive, lpmv, eval_legendre, erf, factorial2

a, b, zeta, U0 = 1.2, 0.8, 1.0, 1.0
p = a + b + zeta
kappa = 2 * a * b / p
decay = (a + b) * zeta / p
norm = U0 * (4 * a * b / math.pi**2) ** 0.75


def scaled_bessel(l, x):
    """exp(-x) i_l(x)"""
    return np.sqrt(np.pi / (2 * x)) * ive(l + 0.5, x)


def type1_closed(A, B):
    P = (a * A + b * B) / p
    return norm * (math.pi / p) ** 1.5 * math.exp(-a * A @ A - b * B @ B + p * P @ P)


def type1_grid(A, B):
    """Cartesian trapezoid sum of the defining three-dimensional integral."""
    h = 0.25
    x = np.arange(-6, 6 + h / 2, h)
    X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
    expo = zeta * (X**2 + Y**2 + Z**2)
    for e, C in ((a, A), (b, B)):
        expo = expo + e * ((X - C[0])**2 + (Y - C[1])**2 + (Z - C[2])**2)
    return norm * h**3 * np.exp(-expo).sum()


def type2_definition(A, B, lmax):
    """Numerical projection on real spherical harmonics, then radial quadrature.
    Returns T_l for the Gaussian U and for the Gaussian U divided by r."""
    ct, wt = np.polynomial.legendre.leggauss(44)
    nphi = 48
    phi = 2 * np.pi * np.arange(nphi) / nphi
    CT, PH = np.meshgrid(ct, phi, indexing="ij")
    CT, PH = CT.ravel(), PH.ravel()
    W = np.repeat(wt, nphi) * 2 * np.pi / nphi
    ST = np.sqrt(1 - CT**2)
    directions = np.array([ST * np.cos(PH), ST * np.sin(PH), CT])
    r, wr = np.polynomial.legendre.leggauss(80)
    r, wr = 3 * (r + 1), 3 * wr
    gA = np.exp(-a * (r**2 + A @ A - 2 * np.outer(A @ directions, r)))
    gB = np.exp(-b * (r**2 + B @ B - 2 * np.outer(B @ directions, r)))
    radial = norm * wr * r**2 * np.exp(-zeta * r**2)
    out = np.zeros((2, lmax + 1))
    for l in range(lmax + 1):
        for m in range(l + 1):
            c = math.sqrt((2*l + 1) / (4*math.pi)
                          * math.factorial(l - m) / math.factorial(l + m))
            leg = c * lpmv(m, l, CT)
            if m == 0:
                harmonics = [leg]
            else:
                harmonics = [math.sqrt(2) * leg * np.cos(m * PH),
                             math.sqrt(2) * leg * np.sin(m * PH)]
            for Y in harmonics:
                product = ((W * Y) @ gA) * ((W * Y) @ gB)
                out[0, l] += np.sum(radial * product)
                out[1, l] += np.sum(radial / r * product)
    return out


node, weight = np.polynomial.legendre.leggauss(240)
R_NODE, R_WEIGHT = 7 * (node + 1), 7 * weight


def type2_radial(l, dA, dB, power):
    """Collinear same-side T_l by radial quadrature; U = U0 r^power exp(-zeta r^2)."""
    r = R_NODE
    f = r**(2 + power) * np.exp(-zeta*r**2 - a*(r - dA)**2 - b*(r - dB)**2)
    f = f * scaled_bessel(l, 2*a*dA*r) * scaled_bessel(l, 2*b*dB*r)
    return norm * 4 * math.pi * (2*l + 1) * np.sum(R_WEIGHT * f)


def remainders(z, lmax=None):
    """Array over L of R_L(z), summed from small terms to large ones."""
    z = np.asarray(z, dtype=float)
    if lmax is None:
        lmax = 40 + int(9 * math.sqrt(float(z)))
    l = np.arange(lmax + 1).reshape((-1,) + (1,) * z.ndim)
    terms = (2*l + 1) * scaled_bessel(l, z)
    return np.cumsum(terms[::-1], axis=0)[::-1][1:]


print(f"a = {a}, b = {b}, zeta = {zeta} bohr^-2; U0 = {U0} hartree")
print(f"p = {p:.4f} bohr^-2, kappa = {kappa:.4f} bohr^-2, c = {decay:.6f} bohr^-2")

# General geometry, from the definitions
A, B = np.array([0.3, -0.4, 1.2]), np.array([1.0, 0.5, 0.2])
dA, dB = np.linalg.norm(A), np.linalg.norm(B)
cosg = A @ B / (dA * dB)
zg = kappa * dA * dB
T1 = type1_grid(A, B)
assert abs(T1 / type1_closed(A, B) - 1) < 1e-10
T2 = type2_definition(A, B, 12)
ls = np.arange(13)
formula = (type1_closed(A, B) * (2*ls + 1) * scaled_bessel(ls, zg)
           * eval_legendre(ls, cosg) * math.exp(zg * (1 - cosg)))
assert np.max(np.abs(T2[0] - formula)) < 1e-11
assert abs(T2[0].sum() - T1) < 1e-11
P = (a * A + b * B) / p
dP = np.linalg.norm(P)
T1_over_r = type1_closed(A, B) * erf(math.sqrt(p) * dP) / dP
assert abs(T2[1].sum() - T1_over_r) < 1e-10
print(f"A = {A.tolist()} bohr, B = {B.tolist()} bohr")
print(f"|A| = {dA:.5f} bohr, |B| = {dB:.5f} bohr, cos gamma = {cosg:.5f}, z = {zg:.5f}")
print(f"type 1 on Cartesian grid = {T1:.10f} hartree")
for l in range(7):
    print(f"l={l}: T_l = {T2[0, l]: .10f}, type 1 - sum = {T1 - T2[0, :l+1].sum(): .2e} hartree")
print(f"|type 1 - sum to l=12| below 1e-11 hartree: {abs(T1 - T2[0].sum()) < 1e-11}")
print(f"U/r case: type 1 = {T1_over_r:.8f}, sum to l=12 = {T2[1].sum():.8f} (U0 = 1 a.u.)")

# Remainder by subtraction of quadratures against the Bessel sum
for D in (0.5, 1.0, 2.0, 4.0):
    C = np.array([0.0, 0.0, D])
    for L in (0, 2, 5):
        partial = sum(type2_radial(l, D, D, 0) for l in range(L + 1))
        assert abs(1 - partial / type1_closed(C, C) - remainders(kappa*D*D)[L]) < 1e-10

# Derivative identity and upper bound
step = 1e-4
for L in (0, 2, 5):
    slope = (remainders(3 + step, 80)[L] - remainders(3 - step, 80)[L]) / (2 * step)
    exact = (L + 1) * (scaled_bessel(L, 3.0) - scaled_bessel(L + 1, 3.0))
    assert abs(slope - exact) < 1e-7
zgrid = np.linspace(0.1, 30, 300)
Rgrid = remainders(zgrid, 90)
for L in range(11):
    assert np.all(Rgrid[L] <= zgrid**(L + 1) / factorial2(2*L + 1) * (1 + 1e-12))
    # differences near saturation are limited by rounding
    assert np.all(np.diff(Rgrid[L]) > -1e-13)


# Small-displacement powers from radial quadrature
def quadrature_remainder(L, d1, d2, power):
    t = [type2_radial(l, d1, d2, power) for l in range(L + 8)]
    return sum(t[L + 1:]) / sum(t)


print("Powers of displacement in R_L: both move (U), both move (U/r), one moves (U)")
for L in range(4):
    both = [math.log2(quadrature_remainder(L, 0.04, 0.04, q)
                      / quadrature_remainder(L, 0.02, 0.02, q)) for q in (0, -1)]
    one = math.log2(quadrature_remainder(L, 0.01, 1.0, 0)
                    / quadrature_remainder(L, 0.005, 1.0, 0))
    assert max(abs(s - (2*L + 2)) for s in both) < 0.01
    assert abs(one - (L + 1)) < 0.02
    print(f"L={L}: {both[0]:.4f}, {both[1]:.4f}, {one:.4f}")

# Relative convergence against displacement
eps = 1e-6
line_slope = math.sqrt(2 * kappa * math.log(1 / eps))
print(f"Relative target {eps:.0e}; predicted (L+1)/D at large D = {line_slope:.4f} bohr^-1")
for D in (0.5, 1.0, 2.0, 4.0, 8.0, 16.0, 32.0, 64.0):
    z = kappa * D * D
    R = remainders(z)
    Lmin = int(np.argmax(R < eps))
    assert R[Lmin] < eps
    text = f"D={D:g} bohr: z={z:.4g}, L needed={Lmin}, large-D estimate={line_slope*D-1:.1f}"
    if D <= 8:
        C = np.array([0.0, 0.0, D])
        text += f", T={type1_closed(C, C):.3e} hartree"
    print(text)
assert abs((Lmin + 1) / (line_slope * D) - 1) < 0.01
Ls = np.arange(0, 260)
assert np.max(np.abs(R[Ls] / np.exp(-(Ls + 1)**2 / (2*z)) - 1)) < 0.05
for D in (0.5, 1.0, 2.0, 4.0):
    z = kappa * D * D
    R = remainders(z)
    print(f"D={D:g} bohr: R_0..R_4 = " + ", ".join(f"{v:.3e}" for v in R[:5])
          + f"; bound on R_3 = {z**4 / factorial2(7):.3e}")

# Worst absolute error over all displacements
cosh_eta = 1 + (a + b) * zeta / (2 * a * b)
eta = math.acosh(cosh_eta)
Dgrid = np.arange(0.3, 9.0, 0.005)
T_of_D = norm * (math.pi / p)**1.5 * np.exp(-decay * Dgrid**2)
absolute = T_of_D * remainders(kappa * Dgrid**2, 80)
worst = absolute.max(axis=1)
where = Dgrid[absolute.argmax(axis=1)]
print(f"cosh eta = {cosh_eta:.5f}, eta = {eta:.5f}, exp(-eta) = {math.exp(-eta):.5f}")
for L in (0, 1, 2, 4, 8, 16, 40):
    Dpred = math.sqrt((L + 1.5) / math.sinh(eta) / kappa)
    print(f"L={L}: worst error {worst[L]:.3e} hartree at D={where[L]:.2f} bohr "
          f"(predicted {Dpred:.2f}), next/this={worst[L+1]/worst[L]:.4f}")
for L in (20, 30, 40):
    assert abs(worst[L + 1] / worst[L] / math.exp(-eta) - 1) < 0.02
assert abs(where[40] / math.sqrt(41.5 / math.sinh(eta) / kappa) - 1) < 0.03
Labs = int(np.argmax(worst < 1e-6))
print(f"L for error below 1e-6 hartree at every D: {Labs}")

# Functions on opposite sides of the core
D, L = 2.0, 3
C = np.array([0.0, 0.0, D])
same, opposite = type1_closed(C, C), type1_closed(C, -C)
assert abs(type1_grid(C, -C) / opposite - 1) < 1e-9
t = np.array([type2_radial(l, D, D, 0) for l in range(26)])
signs = (-1.0) ** np.arange(26)
assert abs((signs * t).sum() / opposite - 1) < 1e-9
err_same = same - t[:L + 1].sum()
err_opp = opposite - (signs * t)[:L + 1].sum()
assert abs(err_opp) <= err_same
assert abs(err_opp / opposite) > err_same / same
print(f"D={D:g} bohr, L={L}, same side: T={same:.4e}, error={err_same:.3e} hartree, "
      f"relative={err_same/same:.3e}")
print(f"D={D:g} bohr, L={L}, opposite: T={opposite:.4e}, error={err_opp:.3e} hartree, "
      f"relative={err_opp/opposite:.3e}")
print("PASS")
```

Printed output:

```
a = 1.2, b = 0.8, zeta = 1.0 bohr^-2; U0 = 1.0 hartree
p = 3.0000 bohr^-2, kappa = 0.6400 bohr^-2, c = 0.666667 bohr^-2
A = [0.3, -0.4, 1.2] bohr, B = [1.0, 0.5, 0.2] bohr
|A| = 1.30000 bohr, |B| = 1.13578 bohr, cos gamma = 0.23027, z = 0.94497
type 1 on Cartesian grid = 0.0911896242 hartree
l=0: T_l =  0.0847728043, type 1 - sum =  6.42e-03 hartree
l=1: T_l =  0.0174341569, type 1 - sum = -1.10e-02 hartree
l=2: T_l = -0.0097812118, type 1 - sum = -1.24e-03 hartree
l=3: T_l = -0.0013652219, type 1 - sum =  1.29e-04 hartree
l=4: T_l =  0.0001093230, type 1 - sum =  1.98e-05 hartree
l=5: T_l =  0.0000199767, type 1 - sum = -2.03e-07 hartree
l=6: T_l = -0.0000000918, type 1 - sum = -1.11e-07 hartree
|type 1 - sum to l=12| below 1e-11 hartree: True
U/r case: type 1 = 0.12360797, sum to l=12 = 0.12360797 (U0 = 1 a.u.)
Powers of displacement in R_L: both move (U), both move (U/r), one moves (U)
L=0: 1.9993, 1.9997, 0.9969
L=1: 3.9991, 3.9997, 1.9963
L=2: 5.9991, 5.9997, 2.9960
L=3: 7.9990, 7.9997, 3.9959
Relative target 1e-06; predicted (L+1)/D at large D = 4.2052 bohr^-1
D=0.5 bohr: z=0.16, L needed=4, large-D estimate=1.1, T=4.469e-01 hartree
D=1 bohr: z=0.64, L needed=6, large-D estimate=3.2, T=2.710e-01 hartree
D=2 bohr: z=2.56, L needed=10, large-D estimate=7.4, T=3.668e-02 hartree
D=4 bohr: z=10.24, L needed=18, large-D estimate=15.8, T=1.231e-05 hartree
D=8 bohr: z=40.96, L needed=34, large-D estimate=32.6, T=1.558e-19 hartree
D=16 bohr: z=163.8, L needed=67, large-D estimate=66.3
D=32 bohr: z=655.4, L needed=134, large-D estimate=133.6
D=64 bohr: z=2621, L needed=269, large-D estimate=268.1
D=0.5 bohr: R_0..R_4 = 1.442e-01, 7.523e-03, 2.384e-04, 5.421e-06, 9.604e-08; bound on R_3 = 6.242e-06
D=1 bohr: R_0..R_4 = 4.360e-01, 8.447e-02, 1.035e-02, 9.229e-04, 6.458e-05; bound on R_3 = 1.598e-03
D=2 bohr: R_0..R_4 = 8.059e-01, 4.439e-01, 1.801e-01, 5.704e-02, 1.472e-02; bound on R_3 = 4.090e-01
D=4 bohr: R_0..R_4 = 9.512e-01, 8.190e-01, 6.394e-01, 4.537e-01, 2.936e-01; bound on R_3 = 1.047e+02
cosh eta = 2.04167, eta = 1.34069, exp(-eta) = 0.26167
L=0: worst error 1.182e-01 hartree at D=1.00 bohr (predicted 1.15), next/this=0.2623
L=1: worst error 3.099e-02 hartree at D=1.37 bohr (predicted 1.48), next/this=0.2621
L=2: worst error 8.123e-03 hartree at D=1.66 bohr (predicted 1.75), next/this=0.2619
L=4: worst error 5.571e-04 hartree at D=2.13 bohr (predicted 2.20), next/this=0.2618
L=8: worst error 2.615e-06 hartree at D=2.84 bohr (predicted 2.89), next/this=0.2617
L=16: worst error 5.753e-11 hartree at D=3.88 bohr (predicted 3.92), next/this=0.2617
L=40: worst error 6.110e-25 hartree at D=6.01 bohr (predicted 6.04), next/this=0.2617
L for error below 1e-6 hartree at every D: 9
D=2 bohr, L=3, same side: T=3.6682e-02, error=2.092e-03 hartree, relative=5.704e-02
D=2 bohr, L=3, opposite: T=2.1921e-04, error=1.209e-03 hartree, relative=5.516e+00
PASS
```
